# Refractive index of a dilute dipole layer from its forward-scattered waves, part 1

(Sections cited here and not found follow in the second part.)

## First half: the wave radiated by a thin sheet

### Result

A dilute layer of identical scatterers, with $\rho$ scatterers per unit volume, has the refractive index

$$n-1=\frac{2\pi\rho f(0)}{k^2}. \tag{1}$$

Here $k=\omega/c$ is the wavenumber in vacuum and $f(0)$ is the amplitude with which one scatterer sends the incident wave straight ahead. The formula follows from a sum over a sheet of thickness $d$. At a distance $z$ behind the sheet, the waves from all its dipoles add up to

$$E_{\rm s}(z)=\frac{2\pi i\rho d}{k}\,f(0)\,E_0e^{ikz}, \tag{2}$$

where $E_0e^{ikz}$ is the direct wave. The factor $i$ is the quarter-period lag: for real positive $f(0)$, the crests of the sheet wave arrive a quarter of a period after those of the direct wave. The sheet wave is weak, so the crests of the total wave are delayed by much less. That small delay is what a refractive index slightly above one describes.

Equation (1) is of first order in the density and describes the mean wave, averaged over random positions of the scatterers. It requires $|n-1|\ll1$, so that each dipole is driven essentially by the passing wave. The illuminated area must be many wavelengths wide and must fade smoothly at its border.

### Conventions and the field of one dipole

Gaussian units are used. Fields are real parts of complex quantities with the time factor $e^{-i\omega t}$. A factor $e^{i\varphi}$ then turns the oscillation into $\cos(\omega t-\varphi)$, so a positive phase $\varphi$ means a later crest. The incident wave travels along $z$ and its electric field points along $x$. The sheet lies at $z=0$, and the observer sits on the axis at $z>0$.

Each dipole is isotropic with polarizability $\alpha$, so its moment is $p=\alpha E_0$ along $x$. Its field follows from the retarded vector potential of the current $\dot{\mathbf p}=-i\omega\mathbf p$:

$$\mathbf A=-ik\,\mathbf p\,g,\qquad g=\frac{e^{ikR}}{R}.$$

The Lorenz condition $\nabla\!\cdot\!\mathbf A-ik\phi=0$ gives the scalar potential $\phi=-\mathbf p\cdot\nabla g$. The electric field is

$$\mathbf E=-\nabla\phi+ik\mathbf A=k^2\mathbf p\,g+\nabla(\mathbf p\cdot\nabla g).$$

Its $x$ component is $p\,(k^2g+\partial_x^2g)$. With $n_x=x/R$ and primes for derivatives with respect to $R$,

$$\partial_x^2g=\frac{g'}{R}+n_x^2\left(g''-\frac{g'}{R}\right),$$

$$g'=\left(\frac{ik}{R}-\frac1{R^2}\right)e^{ikR},\qquad g''=\left(-\frac{k^2}{R}-\frac{2ik}{R^2}+\frac{2}{R^3}\right)e^{ikR}.$$

Inserting these and collecting terms gives

$$E_x=p\,e^{ikR}\left[\frac{k^2(1-n_x^2)}{R}+(3n_x^2-1)\left(\frac1{R^3}-\frac{ik}{R^2}\right)\right]. \tag{3}$$

Far away, the first term dominates. The scattering amplitude is defined by writing the far field as $E_0f\,e^{ikR}/R$. For the $x$ component this gives $f=k^2\alpha(1-n_x^2)$. In the forward direction $n_x=0$, hence

$$f(0)=k^2\alpha. \tag{4}$$

The amplitude has the dimension of a length, and $\alpha$ that of a volume.

### The sum over rings

A sheet of thickness $d\ll1/k$ carries $\rho d$ dipoles per unit area. All are driven in phase, because the incident wave front is parallel to the sheet. A ring of radius $b$ and width $db$ contains $2\pi b\,db\,\rho d$ dipoles, all at the distance $R=\sqrt{b^2+z^2}$ from the observer. At fixed $z$, differentiating $R^2=b^2+z^2$ gives $b\,db=R\,dR$. The growing circumference of the rings therefore cancels the factor $1/R$ of the spherical waves:

$$E_{\rm s}=E_0\rho d\int 2\pi b\,db\,f(\theta)\frac{e^{ikR}}{R}
=2\pi E_0\rho d\int_z^\infty f(\theta)\,e^{ikR}\,dR. \tag{5}$$

Here $\cos\theta=z/R$, and $f(\theta)$ is averaged over the azimuth around the axis. The average removes the $y$ and $z$ components of the field, which are proportional to $n_xn_y$ and $n_xn_z$ and change sign around a ring. Equal steps in $R$ thus contribute waves of nearly equal size, and the phase $kR$ alone distinguishes neighbouring rings.

Integration by parts isolates the end at $R=z$:

$$\int_z^\infty f\,e^{ikR}dR=\left[\frac{f\,e^{ikR}}{ik}\right]_z^\infty-\frac1{ik}\int_z^\infty\frac{df}{dR}\,e^{ikR}dR. \tag{6}$$

The contribution of the upper limit vanishes when the illumination fades smoothly, as shown below. The lower limit contributes $-f(0)e^{ikz}/(ik)=(i/k)f(0)e^{ikz}$, because $-1/i=i$. Multiplication by $2\pi E_0\rho d$ gives equation (2).

The last integral in (6) is a correction. A second integration by parts gives its leading part from the lower limit, $-\frac1{ik}\left[-\frac{e^{ikz}}{ik}\frac{df}{dR}\right]_{R=z}=\frac{e^{ikz}}{(ik)^2}\left.\frac{df}{dR}\right|_{R=z}$. Divided by the main term $-f(0)e^{ikz}/(ik)$, this is

$$-\frac{1}{ik f(0)}\left.\frac{df}{dR}\right|_{R=z}=\frac{i}{kf(0)}\left.\frac{df}{dR}\right|_{R=z}. $$

Only its size matters here. Since $f$ depends on $\cos\theta=z/R$, its derivative at $R=z$ is $-(1/z)\,df/d\cos\theta$. For a broad pattern, such as that of a scatterer small compared with the wavelength, this is of order $f/z$, and the relative correction is of order $1/(kz)$. A larger scatterer has a narrow forward peak. For a weakly scattering sphere of radius $a$ the correction is about $(ka)^2/(5kz)$, which is 0.04 for $ka=5$ at 20 wavelengths, so the observer must also be at $z\gg ka^2$. Take the pattern $f(\theta)=(1+2\cos\theta)/3$, with $f(0)=1$. Its derivative at $R=z$ is $-2/(3z)$, so the relative error has the size $2/(3kz)$. At 20 wavelengths $kz=40\pi$ and the estimate is $5.3\times10^{-3}$; at 200 wavelengths it is ten times smaller. Numerical integration gives $5.30\times10^{-3}$ and $5.31\times10^{-4}$. Scattering to the side therefore does not enter the forward sum at large distance, even though dipoles off the axis take part in it.

### Why the sum lags by a quarter period

Consider first a constant $f$. The partial sum out to a distance $R$ is proportional to

$$\int_z^R e^{ikR'}dR'=\frac{e^{ikR}-e^{ikz}}{ik}
=\frac ik\,e^{ikz}\left[1-e^{ik(R-z)}\right]. \tag{7}$$

In the complex plane this is a circle through the origin, with radius $1/k$ and centre $(i/k)e^{ikz}$. The first small arrow, from the dipoles next to the axis, has the direction $e^{ikz}$ of the direct wave. Each further ring lies slightly farther away. Its wave arrives slightly later, and its arrow is turned by a slightly larger phase. The chain of arrows therefore bends round.

When the path has grown by half a wavelength, $e^{ik(R-z)}=-1$ and the partial sum is twice the centre value. The next half wavelength brings it back to the origin. If the arrows shorten slowly, the circle becomes a spiral that closes in on its centre. The final sum is then the straight line from the starting point to the centre. A radius is perpendicular to the tangent at its end, so the sum is turned by $\pi/2$ from the first arrow, towards later times.

In real notation, with $f(0)>0$,

$$\operatorname{Re}\left[i\,e^{i(kz-\omega t)}\right]=\cos\left(\omega t-kz-\frac\pi2\right).$$

The crest comes later by $\pi/(2\omega)$, a quarter of the period $2\pi/\omega$. No individual dipole needs to respond late: for real positive $\alpha$, each dipole follows the field in phase. The lag arises because the dipoles off the axis have longer paths to the observer.

The same result can be read from the current in the sheet. The dipole moment per unit area is $P_{\rm s}=\rho d\,\alpha E_0$, and its rate of change is the surface current $K=-i\omega P_{\rm s}$. Equations (2) and (4) give, just behind the sheet,

$$E_{\rm s}=2\pi ikP_{\rm s}=-\frac{2\pi}{c}K. \tag{8}$$

A moment that varies as $\cos\omega t$ has a rate of change $-\omega\sin\omega t$. The minus sign in (8) turns this into a field proportional to $\sin\omega t=\cos(\omega t-\pi/2)$, which is again a lag of a quarter period. The direct field $\cos\omega t$ does no average work on this current, since the mean of $\cos\omega t\sin\omega t$ is zero.

### Near terms and the border of the sheet

The ring sum can be done with the full field (3), so that the sheet wave is known at any distance. On a ring the azimuthal mean of $n_x^2$ is half of $b^2/R^2$, that is $(1-z^2/R^2)/2$. With $R\,dR$ for the ring area, the sheet wave is $2\pi P_{\rm s}\int_z^\infty I(R)\,dR$, where

$$I=e^{ikR}\left[\frac{k^2}2\left(1+\frac{z^2}{R^2}\right)+\left(\frac12-\frac{3z^2}{2R^2}\right)\left(\frac1{R^2}-\frac{ik}R\right)\right]. \tag{9}$$

This integrand is the derivative of

$$G=e^{ikR}\left[-\frac{ik}2-\frac1{2R}-\frac{ikz^2}{2R^2}+\frac{z^2}{2R^3}\right]. \tag{10}$$

To check this, differentiate the exponential, which multiplies the bracket by $ik$, and then the bracket itself:

$$\frac{k^2}2-\frac{ik}{2R}+\frac{k^2z^2}{2R^2}+\frac{ikz^2}{2R^3}
\quad\text{and}\quad
\frac1{2R^2}+\frac{ikz^2}{R^3}-\frac{3z^2}{2R^4}.$$

Their sum is the expanded bracket of (9). At the lower limit the terms $\mp1/(2z)$ cancel, and $G(z)=-ik\,e^{ikz}$. With a smooth fade the integral is $-G(z)=ik\,e^{ikz}$, so

$$E_{\rm s}(z)=2\pi ik\,\rho d\,\alpha E_0e^{ikz}\qquad(z>0). \tag{11}$$

For a uniform continuous dipole sheet, the corrections of order $1/(kz)$ are thus cancelled by the near terms. If the near terms are dropped, the sum at half a wavelength from the sheet is wrong by 0.229 of the sheet wave.

The fade needs a closer look. At large $R$, $G$ tends to $-(ik/2)e^{ikR}$, which does not vanish. A uniformly lit disc with a sharp circular edge therefore leaves, on its axis, a remainder of about half the sheet wave, whose phase turns as the disc grows. From (10), for $kR\gg1$, its relative size is $(1+z^2/R^2)/2$. For $z=20$ and an edge distance of $R=400$ wavelengths this is 0.501, as the numerical ring sum confirms. The first half-wave zone ends at $R=20.5$ wavelengths and gives $1+(1+20^2/20.5^2)/2=1.976$ times the full sheet wave, close to the factor two of the circle.

Now let the illumination fall off as $w=e^{-b^2/W^2}=e^{-(R^2-z^2)/W^2}$. Since $w(z)=1$, integration by parts gives

$$\int_z^\infty w\,G'dR=-G(z)-\int_z^\infty w'G\,dR,\qquad w'=-\frac{2R}{W^2}w. \tag{12}$$

There is no longer a contribution from infinity. The product $RG$ is the derivative of $H=-e^{ikR}(R/2+z^2/(2R))$, as differentiation shows. The last term of (12) is therefore, to first order in $1/W^2$,

$$\frac2{W^2}\int_z^\infty wRG\,dR\simeq-\frac{2H(z)}{W^2}=\frac{2z}{W^2}e^{ikz}. \tag{13}$$

Divided by the main term $ik\,e^{ikz}$, this is $-2iz/(kW^2)$. It is the effect of diffraction, measured against an unspread plane wave, and it is small when $z\ll kW^2/2$.

A direct sum of the full fields of separate dipoles, placed on a square grid with a spacing of a quarter wavelength, tests these statements. At $z=3$ wavelengths, equation (13) predicts relative deviations of $4.24\times10^{-3}$ for $W=15$ wavelengths and $1.06\times10^{-3}$ for $W=30$. The sums give $4.25\times10^{-3}$ and $1.06\times10^{-3}$. At $z=0.5$ wavelength and $W=30$, the sum deviates by $2.15\times10^{-4}$, while diffraction accounts for $1.77\times10^{-4}$. The rest is the short-range field of the separate dipoles, which a continuous sheet lacks. On a grid of spacing $a$, its slowest-decaying parts vary across the sheet with the period $a$ and fall off as $e^{-\kappa z}$, where $\kappa=\sqrt{(2\pi/a)^2-k^2}$. Directly above a grid point, where the sum is taken, they add up to the relative size $2(\kappa/k-k/\kappa)e^{-\kappa z}$, which is $3.8\times10^{-5}$ here and makes up the difference. At other lateral positions this part differs: above the centre of a grid cell it has the opposite sign, and the total deviation is $1.4\times10^{-4}$.

## Second half: refractive index, losses and numbers

### Quantities carried over

The scatterers have number density $\rho$, polarizability $\alpha$ and forward amplitude $f(0)=k^2\alpha$, with $k=\omega/c$ and the time factor $e^{-i\omega t}$. A positive phase means a later crest. Behind a thin sheet of thickness $d$, the scattered waves add up to $is$ times the direct wave, with

$$s=\frac{2\pi\rho d\,f(0)}{k}. \tag{14}$$

The factor $i$ is a lag of a quarter period when $f(0)$ is real and positive.

### From the sheet wave to the index

The total wave behind the thin sheet is the direct wave times $1+is$. In the description by a refractive index, the same sheet replaces the vacuum phase $kd$ by $nkd$. The transmitted wave is then the direct wave times

$$e^{ik(n-1)d}\simeq1+ik(n-1)d. \tag{15}$$

Reflection at the two faces changes the transmitted amplitude only in second order in $n-1$, as shown below. Equating the two first-order terms gives

$$k(n-1)d=\frac{2\pi\rho d\,f(0)}k,$$

and division by $kd$ gives equation (1). The thickness cancels, so $n$ is a property of the medium. With $f(0)=k^2\alpha$ the result reads $n-1=2\pi\rho\alpha$.

The quarter period is essential here. A small addition at right angles to the direct wave turns the total arrow in the complex plane by the angle $s$ and leaves its length unchanged to first order. The crests are delayed by

$$\tau=\frac s\omega=\frac{(n-1)d}c, \tag{16}$$

which is the extra time a crest needs at the phase velocity $c/n$. This is the delay of crests in a steady wave; a pulse also depends on how $n$ varies with frequency.

For real $s$ the intensity factor is $|1+is|^2=1+s^2$, which seems to create energy in second order. The excess disappears when the sheet also feels its own field. The field at the sheet is then $E=E_0+isE$, so the transmitted and reflected amplitudes, relative to $E_0$, are

$$t=\frac1{1-is},\qquad r=\frac{is}{1-is},\qquad |t|^2+|r|^2=\frac{1+s^2}{1+s^2}=1.$$

The waves from a thin sheet add up to a small wave a quarter period behind the direct one when $f(0)$ is real and positive, and matching this to a phase delay gives the refractive index (1). Still to come are thick layers, absorption and scattering losses, a worked example, and the size of the neglected terms, including reflection at the faces.

Numerical values quoted here were computed with a short program.
